# Zero-field resonance of an easy-axis antiferromagnet with two equal sublattices, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Linearization and the zero-field frequency

### Definitions and conventions

An antiferromagnet is described here by two classical magnetic sublattices, labelled 1 and 2. Each has the same moment density $M_s$, counted per unit volume of the whole crystal, and a direction given by a unit vector, $\mathbf m_1$ or $\mathbf m_2$. The directions are uniform in space, so two vectors specify the state. The energy density $E$ is

$$
\frac{E}{\mu_0M_s}=H_E\,\mathbf m_1\cdot\mathbf m_2-\frac{H_A}{2}\left(m_{1z}^2+m_{2z}^2\right)-H\left(m_{1z}+m_{2z}\right).
$$

The three terms are as follows.

- The exchange term, with $H_E>0$, favours antiparallel sublattices. $H_E$ is the magnitude of the exchange field that one sublattice exerts on the other.
- The anisotropy term, with $H_A>0$, makes $z$ an easy axis. If the anisotropy energy density of one sublattice is $-Km_z^2$, comparison of the coefficients gives $K=\mu_0M_sH_A/2$, hence $H_A=2K/(\mu_0M_s)$.
- The last term is the Zeeman energy in a static field $H$ along the easy axis. It is kept in the linearization because it costs little there, and it is set to zero for the main result.

The effective field on sublattice $i$ is minus the gradient of the energy with respect to its moment,

$$
\mathbf H_i=-\frac{1}{\mu_0M_s}\frac{\partial E}{\partial\mathbf m_i},
$$

and the undamped equation of motion is

$$
\frac{d\mathbf m_i}{dt}=-\Gamma\,\mathbf m_i\times\mathbf H_i,\qquad \Gamma=\gamma\mu_0,\quad\gamma>0 .
$$

Both sublattices have the same $\gamma$. With this sign, a moment tilted away from a field along $+z$ precesses counterclockwise about it when seen from the positive $z$ axis.

The equation has two properties that are used below. First, the length of each vector is constant, because

$$
\frac{d}{dt}|\mathbf m_i|^2=-2\Gamma\,\mathbf m_i\cdot(\mathbf m_i\times\mathbf H_i)=0 .
$$

Second, the energy is constant, because

$$
\frac{dE}{dt}=\sum_i\frac{\partial E}{\partial\mathbf m_i}\cdot\frac{d\mathbf m_i}{dt}
=\mu_0M_s\Gamma\sum_i\mathbf H_i\cdot(\mathbf m_i\times\mathbf H_i)=0 .
$$

The model leaves out damping, dipolar fields, Dzyaloshinskii–Moriya coupling, anisotropy within the $xy$ plane and quantum fluctuations.

### The theorem

**Theorem.** Let $H_E>0$, $H_A>0$ and $H=0$. To first order in the deviations from the state $\mathbf m_1=+\hat{\mathbf z}$, $\mathbf m_2=-\hat{\mathbf z}$, every uniform motion is a superposition of two circular modes of opposite rotation and equal angular frequency

$$
\boxed{\;\omega_0=\gamma\mu_0\sqrt{H_A\,(2H_E+H_A)}\;}
$$

The frequency in hertz is $f_0=\omega_0/2\pi$.

The proof uses three lemmas: one for the fields, one for the linear equations and one that separates the net moment from the staggered moment.

### Fields and equilibrium

**Lemma 1.** The effective fields are

$$
\mathbf H_1=-H_E\mathbf m_2+(H_Am_{1z}+H)\hat{\mathbf z},\qquad
\mathbf H_2=-H_E\mathbf m_1+(H_Am_{2z}+H)\hat{\mathbf z},
$$

and the antiparallel state along $z$ is stationary.

*Proof.* The derivative of $H_E\mathbf m_1\cdot\mathbf m_2$ with respect to $\mathbf m_1$ is $H_E\mathbf m_2$. The derivative of $-(H_A/2)m_{1z}^2$ is $-H_Am_{1z}\hat{\mathbf z}$, the factor 2 from the square cancelling the $1/2$. The derivative of $-Hm_{1z}$ is $-H\hat{\mathbf z}$. Reversing all signs gives $\mathbf H_1$, and exchanging the labels gives $\mathbf H_2$. In the antiparallel state

$$
\mathbf H_1=(H_E+H_A+H)\hat{\mathbf z},\qquad
\mathbf H_2=-(H_E+H_A-H)\hat{\mathbf z}.
$$

Both fields are along the $z$ axis, as are both moments, so each cross product vanishes. $\square$

At $H=0$ each sublattice sits in a field $H_E+H_A$ along its own direction. If the other sublattice were held fixed, the precession frequency would be $\Gamma(H_E+H_A)$. The other sublattice is free to follow, and this lowers the frequency to the value in the theorem.

### Linear equations

Describe the transverse components by complex numbers,

$$
a=m_{1x}+im_{1y},\qquad b=m_{2x}+im_{2y}.
$$

Because the vectors keep unit length,

$$
m_{1z}=\sqrt{1-|a|^2}=1-\tfrac12|a|^2+\dots,\qquad
m_{2z}=-\sqrt{1-|b|^2}=-1+\tfrac12|b|^2+\dots
$$

The $z$ components therefore change at second order and keep their equilibrium values in a first-order calculation.

For a transverse vector $\mathbf v=(v_x,v_y,0)$ with complex form $v=v_x+iv_y$, two cross products are needed:

$$
\hat{\mathbf z}\times\mathbf v=(-v_y,v_x,0)\;\longrightarrow\;iv,\qquad
\mathbf v\times\hat{\mathbf z}=(v_y,-v_x,0)\;\longrightarrow\;-iv .
$$

The first holds because $-v_y+iv_x=i(v_x+iv_y)$. The second is its negative.

**Lemma 2.** To first order in $a$ and $b$,

$$
\frac{da}{dt}=i\Gamma\left[(H_E+H_A+H)\,a+H_E\,b\right],
$$

$$
\frac{db}{dt}=-i\Gamma\left[H_E\,a+(H_E+H_A-H)\,b\right].
$$

*Proof.* Write $\mathbf a$ and $\mathbf b$ for the transverse vectors. For sublattice 1, $\mathbf m_1=\hat{\mathbf z}+\mathbf a$ and $\mathbf m_2=-\hat{\mathbf z}+\mathbf b$, so

$$
\mathbf H_1=(H_E+H_A+H)\hat{\mathbf z}-H_E\mathbf b .
$$

The product $\hat{\mathbf z}\times\hat{\mathbf z}$ is zero and $\mathbf a\times\mathbf b$ is of second order. What remains is

$$
\mathbf m_1\times\mathbf H_1=-H_E\,\hat{\mathbf z}\times\mathbf b+(H_E+H_A+H)\,\mathbf a\times\hat{\mathbf z}
\;\longrightarrow\;-iH_Eb-i(H_E+H_A+H)a .
$$

Multiplication by $-\Gamma$ gives the first equation. For sublattice 2,

$$
\mathbf H_2=-(H_E+H_A-H)\hat{\mathbf z}-H_E\mathbf a ,
$$

$$
\mathbf m_2\times\mathbf H_2=H_E\,\hat{\mathbf z}\times\mathbf a-(H_E+H_A-H)\,\mathbf b\times\hat{\mathbf z}
\;\longrightarrow\;iH_Ea+i(H_E+H_A-H)b .
$$

In the first term the minus sign of $-\hat{\mathbf z}$ in $\mathbf m_2$ has cancelled the minus sign of $-H_E\mathbf a$. Multiplication by $-\Gamma$ gives the second equation. $\square$

The two equations have opposite overall signs because the sublattices point in opposite directions. This sign difference is what turns the sum of exchange and anisotropy fields into a product under a square root.

### Net and staggered moments

Define the mean moment and the Néel vector,

$$
\mathbf m=\tfrac12(\mathbf m_1+\mathbf m_2),\qquad
\mathbf l=\tfrac12(\mathbf m_1-\mathbf m_2),
$$

with transverse complex components $m=(a+b)/2$ and $l=(a-b)/2$. Then $a=m+l$ and $b=m-l$. In equilibrium $\mathbf m=0$ and $\mathbf l=\hat{\mathbf z}$.

**Lemma 3.** At $H=0$ the linear equations become

$$
\frac{dm}{dt}=i\Gamma H_A\,l,\qquad
\frac{dl}{dt}=i\Gamma(2H_E+H_A)\,m .
$$

*Proof.* Half the sum of the equations in Lemma 2 is

$$
\frac{dm}{dt}=\frac{i\Gamma}{2}\left[(H_E+H_A-H_E)a+(H_E-H_E-H_A)b\right]
=\frac{i\Gamma}{2}H_A(a-b)=i\Gamma H_A\,l .
$$

Half the difference is

$$
\frac{dl}{dt}=\frac{i\Gamma}{2}\left[(H_E+H_A+H_E)a+(H_E+H_E+H_A)b\right]
=\frac{i\Gamma}{2}(2H_E+H_A)(a+b),
$$

which equals $i\Gamma(2H_E+H_A)m$. $\square$

### Proof of the theorem

Differentiate the second equation of Lemma 3 and insert the first:

$$
\frac{d^2l}{dt^2}=i\Gamma(2H_E+H_A)\frac{dm}{dt}
=i\Gamma(2H_E+H_A)\,i\Gamma H_A\,l
=-\Gamma^2H_A(2H_E+H_A)\,l .
$$

With $H_A>0$ and $H_E>0$ the coefficient is negative, and the equation reads $\ddot l=-\omega_0^2l$ with the stated $\omega_0$. Its general solution is

$$
l=L_+e^{i\omega_0t}+L_-e^{-i\omega_0t},
$$

with two complex constants. The second equation of Lemma 3 then fixes the mean moment:

$$
m=\frac{1}{i\Gamma(2H_E+H_A)}\frac{dl}{dt}
=r\left(L_+e^{i\omega_0t}-L_-e^{-i\omega_0t}\right),
\qquad
r=\frac{\omega_0}{\Gamma(2H_E+H_A)}=\sqrt{\frac{H_A}{2H_E+H_A}} .
$$

The initial values of $l$ and $m$ determine $L_++L_-$ and $r(L_+-L_-)$. Since $r\neq0$, any initial values can be met, so no linear motion has been missed. The term with $L_+$ turns counterclockwise about $z$ and the term with $L_-$ clockwise, both at angular speed $\omega_0$. $\blacksquare$

### Remarks on the result

**Remark 1 (mechanism).** Lemma 3 shows a two-step process. When the Néel vector is tilted, the anisotropy exerts a torque that creates a net moment. Exchange cannot create this moment, since its torques on the two sublattices are equal and opposite. Once a net moment exists, the sublattices are no longer antiparallel, and the strong exchange field rotates the Néel vector. The squared frequency is the product of the two rates.

The same statement can be put as a mechanical oscillator. To second order,

$$
\mathbf m_1\cdot\mathbf m_2=\mathrm{Re}(a^*b)-1+\tfrac12\left(|a|^2+|b|^2\right)=-1+\tfrac12|a+b|^2=-1+2|m|^2 ,
$$

$$
-\tfrac12H_A(m_{1z}^2+m_{2z}^2)=-H_A+\tfrac12H_A(|a|^2+|b|^2)=-H_A+H_A(|m|^2+|l|^2).
$$

The energy above the minimum, divided by $\mu_0M_s$, is therefore

$$
\varepsilon_2=(2H_E+H_A)|m|^2+H_A|l|^2
=\frac{|\dot l|^2}{\Gamma^2(2H_E+H_A)}+H_A|l|^2 .
$$

The anisotropy supplies the stiffness. The energy of the small canting acts as kinetic energy, with an inertia that decreases as exchange grows. Stronger exchange thus raises the frequency although it does not resist a rigid rotation of the Néel vector.

**Remark 2 (linear swinging).** If a rigidly tilted pair is released with $l=l_0$ real and $m=0$, then $L_+=L_-=l_0/2$ and

$$
l=l_0\cos\omega_0t,\qquad m=ir\,l_0\sin\omega_0t .
$$

The Néel vector swings in the $xz$ plane while the net moment oscillates along $y$, a quarter period out of phase. The ratio of their amplitudes is $r$.

**Remark 3 (limits).** For $H_A\ll H_E$,

$$
\omega_0\simeq\Gamma\sqrt{2H_EH_A},\qquad
\frac{\Gamma\sqrt{2H_EH_A}}{\omega_0}=\left(1+\frac{H_A}{2H_E}\right)^{-1/2}\simeq1-\frac{H_A}{4H_E}.
$$

The approximation is low by the fraction $H_A/4H_E$ of the full result. For $H_E\to0$ the formula gives $\omega_0\to\Gamma H_A$: the sublattices are independent and each precesses in its own anisotropy field. For $H_A\to0$ the frequency vanishes, because nothing then fixes the direction of the Néel vector.

**Remark 4 (sign of the anisotropy).** If $-2H_E<H_A<0$, the product $H_A(2H_E+H_A)$ is negative and $l$ contains a growing exponential. The $z$ axis is then a hard axis and the assumed state is not a minimum of the energy. The formula must not be carried over to an easy-plane magnet by taking a modulus.

**Remark 5 (meaning of $H_E$).** The factor 2 belongs to the definition of $H_E$ as the field of one sublattice on the other. If a source quotes $H_E'=2H_E$ instead, the same frequency is $\Gamma\sqrt{H_A(H_E'+H_A)}$. The definition has to be settled before numbers are inserted.

### Worked example

Take the round model values $\mu_0H_E=50$ T, $\mu_0H_A=0.5$ T and $g=2$. With $\gamma=g\mu_B/\hbar$, where $\mu_B$ is the Bohr magneton, $\gamma/2\pi=27.9925$ GHz/T. Then

$$
\mu_0\sqrt{H_A(2H_E+H_A)}=\sqrt{0.5\times100.5}\ \mathrm T=7.0887\ \mathrm T,
$$

$$
f_0=27.9925\times7.0887\ \mathrm{GHz}=198.43\ \mathrm{GHz}.
$$

The angular frequency is $1.2468\times10^{12}$ rad/s and the period is 5.040 ps. The approximation $\sqrt{2H_EH_A}$ gives 197.94 GHz, which is 0.249 % below the full formula, in agreement with $H_A/4H_E=0.25$ %. The amplitude ratio is $r=\sqrt{0.5/100.5}=0.0705$.

As a test of the linearization, the full nonlinear equations were integrated for a pair released at a tilt of 0.1°. The frequency read from the zero crossings was 198.43 GHz. This and the other computed values are listed in the numerical output.

## Part II. Field, stability, response and range of validity

### Symbols and results carried over

The unit vectors $\mathbf m_1$ and $\mathbf m_2$ point along $+z$ and $-z$ in equilibrium. Their transverse parts are the complex numbers $a$ and $b$, with $m=(a+b)/2$ for the mean moment and $l=(a-b)/2$ for the Néel vector. $H_E$ is the exchange field of one sublattice on the other, $H_A$ the anisotropy field, $H$ a static field along $z$, and $\Gamma=\gamma\mu_0$. The linear equations are

$$
\dot a=i\Gamma[(H_E+H_A+H)a+H_Eb],\qquad
\dot b=-i\Gamma[H_Ea+(H_E+H_A-H)b],
$$

and at $H=0$ they give $\omega_0=\Gamma\sqrt{H_A(2H_E+H_A)}$. The numerical values remain $\mu_0H_E=50$ T, $\mu_0H_A=0.5$ T and $g=2$.

### Splitting in an axial field

**Proposition 1.** In a field $H$ along the easy axis, the modes proportional to $e^{i\omega t}$ have the signed angular frequencies

$$
\omega_\pm=\Gamma H\pm\omega_0,
\qquad
\left(\frac ba\right)_\pm=\frac{\pm\omega_0/\Gamma-H_E-H_A}{H_E}.
$$

*Proof.* Insert $a,b\propto e^{i\omega t}$ and put $u=\omega/\Gamma-H$. The terms with $H$ have the same sign in both equations once the brackets are multiplied out, so $H$ is absorbed in $u$:

$$
(u-H_E-H_A)\,a=H_E\,b,\qquad
(u+H_E+H_A)\,b=-H_E\,a .
$$

Multiply the first equation by $u+H_E+H_A$ and use the second on the right-hand side:

$$
\left[u^2-(H_E+H_A)^2\right]a=-H_E^2\,a .
$$

If $a$ were zero, the first equation would make $b$ zero too, so $a\neq0$ for a mode. Hence

$$
u^2=(H_E+H_A)^2-H_E^2=H_A(2H_E+H_A),
$$

and $u=\pm\omega_0/\Gamma$. The first equation gives the amplitude ratio. $\square$

The field enters as a common shift because both sublattices have the same $\gamma$. Seen from a frame rotating about $z$ at the rate $\Gamma H$, the linear equations are those at zero field. Unequal values of $\gamma$ would spoil this argument.

Since $\omega_0/\Gamma<H_E+H_A$, both amplitude ratios are negative. The transverse components of the two sublattices are opposite, and both turn with the same angular velocity. Their product is

$$
\left(\frac ba\right)_+\left(\frac ba\right)_-=\frac{(H_E+H_A)^2-\omega_0^2/\Gamma^2}{H_E^2}=1 ,
$$

so the sublattice with the wider cone in one mode has the narrower cone in the other. In the example the ratios are $-0.8682$ and $-1.1518$. In the plus mode sublattice 1 has the wider cone, and the net $z$ moment,

$$
m_{1z}+m_{2z}\simeq\tfrac12(|b|^2-|a|^2),
$$

is negative. In the minus mode it is positive.

For $\mu_0H=1$ T the shift is 27.99 GHz, and

$$
f_+=27.99+198.43=226.42\ \mathrm{GHz},\qquad
f_-=27.99-198.43=-170.44\ \mathrm{GHz}.
$$

The negative sign denotes clockwise rotation. A measurement that does not distinguish the sense of rotation finds lines at 226.42 and 170.44 GHz. Both frequencies, with their signs, and both amplitude ratios were tested against integration of the nonlinear equations at small amplitude.

In the linear, undamped model, the zero-field resonance frequency $\omega_0$ has been derived, and a field along the easy axis has been shown to shift the two signed mode frequencies to $\Gamma H\pm\omega_0$. What remains is the local stability of the antiparallel state, the response to a transverse field, the comparison with parallel sublattices, the altermagnet case and the effect of a finite tilt.
